\section*{Debye Length of Doped Silicon and the Oxide of Equal Capacitance}

\section{Problem}

Silicon is uniformly doped with acceptors at $N=10^{17}\,\mathrm{cm^{-3}}$ and held at $T=300\,\mathrm{K}$. It carries an insulating layer of silicon dioxide and a metal gate.

(a) Find the extrinsic Debye length $L_D$, the distance over which a small electrostatic disturbance in the silicon falls by a factor $e$.

(b) Find the thickness $t$ of silicon dioxide whose capacitance per area equals the small-signal capacitance per area of the silicon at flat band, that is, when the bands are not bent.

Take relative permittivities of 11.7 for silicon and 3.9 for the oxide, which are rough typical values. The thermal voltage is $V_T=kT/q=25.852\,\mathrm{mV}$, where $q>0$ is the elementary charge.

\section{A tempting solution}

A positive gate charge repels holes and uncovers negative acceptors. Suppose that the holes are completely absent down to a depth $W$, and that the silicon is neutral beyond it. Let $x$ point from the oxide into the silicon, and let the potential $\psi$ be zero in the bulk. The charge density in the layer is $-qN$, so Poisson's equation reads
\begin{equation}
\psi''=\frac{qN}{\varepsilon_s},\qquad \psi(W)=\psi'(W)=0 .
\end{equation}
Integrating twice gives $\psi=qN(W-x)^2/(2\varepsilon_s)$, and the surface potential is
\begin{equation}
\psi_s=\frac{qNW^2}{2\varepsilon_s}.
\end{equation}
A small disturbance is now taken to mean one of thermal size, $\psi_s=V_T$. Then
\begin{equation}
W=\sqrt{\frac{2\varepsilon_sV_T}{qN}}=18.3\,\mathrm{nm}.
\end{equation}
This length is identified with $L_D$. The layer has capacitance $\varepsilon_s/W$, so the matching oxide has thickness $(3.9/11.7)W=6.1\,\mathrm{nm}$.

\section{Where it fails}

Poisson's equation was integrated correctly, but the charge density put into it does not belong to the question. In equilibrium the hole density follows the Boltzmann factor $e^{-\psi/V_T}$. At $\psi=V_T$ this is $e^{-1}=0.37$, so more than a third of the holes remain even at the surface, and more remain deeper down. The layer is not empty.

The choice $\psi_s=V_T$ also determines the answer. Another surface potential would give another $W$, since $W\propto\sqrt{\psi_s}$. Flat band is the limit $\psi_s\to0$, where this model gives $W\to0$ and an infinite capacitance. A model that removes all holes from a layer cannot describe a small change in a hole density that is nearly uniform.

\section{Solution}

\subsection{Potential near flat band}

Assume that all acceptors are ionised and form a smooth, fixed background, and that the holes are classical. The oxide interface has no traps. Electrons can be dropped: with a rough intrinsic density of $10^{10}\,\mathrm{cm^{-3}}$, the bulk electron-to-hole ratio is $10^{-14}$. Define $u=\psi/V_T$. The charge density is
\begin{equation}
\rho=qN\left(e^{-u}-1\right),
\end{equation}
and Poisson's equation, $\psi''=-\rho/\varepsilon_s$, becomes
\begin{equation}
\psi''=\frac{qN}{\varepsilon_s}\left(1-e^{-u}\right).
\label{eq:pb}
\end{equation}
For $|u|\ll1$, $1-e^{-u}\simeq u=\psi/V_T$. Hence
\begin{equation}
\psi''=\frac{\psi}{L_D^2},\qquad
L_D=\sqrt{\frac{\varepsilon_sV_T}{qN}}=\sqrt{\frac{\varepsilon_skT}{q^2N}} .
\label{eq:ld}
\end{equation}
The general solution contains $e^{-x/L_D}$ and $e^{x/L_D}$. The second grows into the bulk and is excluded, so
\begin{equation}
\psi=\psi_s e^{-x/L_D}.
\end{equation}
For donor doping the signs of the mobile charge and of $u$ are both reversed, and the linear equation keeps the same length.

With $\varepsilon_s=11.7\times8.854\times10^{-12}=1.036\times10^{-10}\,\mathrm{F/m}$ and $N=10^{23}\,\mathrm{m^{-3}}$,
\begin{equation}
L_D=\sqrt{\frac{(1.036\times10^{-10})(0.025852)}
{(1.602\times10^{-19})(10^{23})}}\ \mathrm{m}
=12.9\,\mathrm{nm}.
\end{equation}

\subsection{Capacitance and equivalent oxide}

Let $Q$ be the gate charge per area. By Gauss's law it equals the displacement entering the silicon:
\begin{equation}
Q=-\varepsilon_s\psi'(0)=\frac{\varepsilon_s}{L_D}\psi_s .
\end{equation}
The silicon holds the opposite charge $-Q$. The capacitance per area is therefore
\begin{equation}
C_s=\frac{dQ}{d\psi_s}=\frac{\varepsilon_s}{L_D}=0.801\,\mathrm{\mu F/cm^2}.
\end{equation}
It has the form of a parallel-plate capacitance although the silicon has no second plate: $L_D$ is the mean depth of the exponentially distributed response charge. Equating it to the oxide capacitance gives
\begin{equation}
\frac{\varepsilon_{ox}}{t}=\frac{\varepsilon_s}{L_D}
\quad\Longrightarrow\quad
t=\frac{\varepsilon_{ox}}{\varepsilon_s}L_D
=\frac{3.9}{11.7}(12.929\,\mathrm{nm})=4.31\,\mathrm{nm}.
\end{equation}
The oxide is thinner than $L_D$ because its permittivity is lower. In other units, the answers are $L_D=1.29\times10^{-6}\,\mathrm{cm}$ and $t=43.1$ angstrom. The tempting solution made both lengths too large by a factor $\sqrt2$.

If this oxide is placed on this silicon, the two capacitances are in series:
\begin{equation}
C=\left(\frac1{C_{ox}}+\frac1{C_s}\right)^{-1}=\frac{C_{ox}}2
=0.401\,\mathrm{\mu F/cm^2}.
\end{equation}
A numerical solution of the nonlinear Poisson equation through oxide and silicon, which uses $L_D$ only to set the oxide thickness, gives $0.4006\,\mathrm{\mu F/cm^2}$ for the stack and $0.8013\,\mathrm{\mu F/cm^2}$ for the silicon alone.

\section{Away from flat band}

The full equation (\ref{eq:pb}) shows how narrow the flat-band condition is, and where the empty-layer picture becomes useful. Measure depth as $\xi=x/L_D$, so that $u''=1-e^{-u}$, with primes now denoting $d/d\xi$. Multiply by $u'$:
\begin{equation}
\frac{d}{d\xi}\left(\frac{u'^2}{2}\right)
=\frac{d}{d\xi}\left(u+e^{-u}\right).
\end{equation}
In the bulk $u=u'=0$, which fixes the integration constant:
\begin{equation}
u'^2=2F(u),\qquad F(u)=e^{-u}+u-1 .
\end{equation}
The potential decays into the bulk, so $u'$ has the sign opposite to $u$. With $u_s=\psi_s/V_T$, Gauss's law gives
\begin{equation}
Q=\frac{\varepsilon_sV_T}{L_D}\,\mathrm{sgn}(u_s)\sqrt{2F(u_s)} .
\end{equation}
Since $dF/du=1-e^{-u}$ and $d\psi_s=V_T\,du_s$,
\begin{equation}
C_s(u_s)=\frac{\varepsilon_s}{L_D}
\frac{|1-e^{-u_s}|}{\sqrt{2F(u_s)}} .
\label{eq:cu}
\end{equation}

For small $u_s$ the numerator is $|u_s|(1-u_s/2)$. The denominator is $|u_s|\sqrt{1-u_s/3}\simeq|u_s|(1-u_s/6)$. Their ratio is $1-u_s/3$. To this order, a 5\% change in $C_s$ needs $|u_s|=0.15$, or about 4 mV of band bending.

At $u_s=+1$ the capacitance is 0.737 of its flat-band value, because holes have been pushed away from the surface. At $u_s=-1$ it is 1.434 times that value, because holes accumulate there. The nonlinear numerical solution was tested against (\ref{eq:cu}) at both points. The empty layer gives $1/\sqrt2=0.707$ at $u_s=+1$. This is near 0.737, but both numbers describe a bent band, not flat band.

For $u_s\gg1$, but before electrons matter at the surface, $e^{-u_s}$ is negligible and (\ref{eq:cu}) becomes
\begin{equation}
C_s\simeq\frac{\varepsilon_s}{L_D\sqrt{2(u_s-1)}} .
\end{equation}
The empty layer gives $\varepsilon_s/(L_D\sqrt{2u_s})$. The two agree when $u_s\gg1$, which is the proper regime of the depletion picture. The remaining difference, $u_s-1$ in place of $u_s$, comes from the gradual edge of the hole distribution.

\section{How far the idealised value can be trusted}

\subsection{Holes are waves}

A hard wall at the oxide forces each hole wavefunction to vanish there. For one isotropic mass $m$, the standing waves have density $2\sin^2kx=1-\cos2kx$ and Boltzmann weight $e^{-ak^2}$, with $a=\hbar^2/(2mkT)$. The Gaussian average of $\cos2kx$ is $e^{-x^2/a}$. The hole density is therefore reduced by the factor
\begin{equation}
g(x)=1-e^{-4\pi x^2/\lambda^2},\qquad
\lambda=\frac{h}{\sqrt{2\pi mkT}},
\end{equation}
since $a=\lambda^2/(4\pi)$. The missing holes would fill a layer of thickness
\begin{equation}
d=\int_0^\infty(1-g)\,dx=\frac{\lambda}{4}.
\end{equation}

As an estimate, insert $g$ locally in Poisson's equation: $u''=1-ge^{-u}$. Let $\delta=d/L_D\ll1$. At zero gate charge $u'(0)=0$, and to first order $u''-u=1-g$. The thin source raises $u'$ from zero to $\delta$ just behind the wall, so $u=-\delta e^{-\xi}$. At zero gate charge the silicon is neutral as a whole, so this slight attraction gathers as many extra holes as the wall removes, but spreads them over a depth of about $L_D$.

A small added potential $v$, with $v(0)=1$, obeys $v''=(1+\eta)v$, where
\begin{equation}
\eta=-(1-g)+\delta e^{-\xi}.
\end{equation}
Compare it with $v_0=e^{-\xi}$, which obeys $v_0''=v_0$. Multiply the first equation by $v_0$ and the second by $v$, subtract, and integrate:
\begin{equation}
\left[v'v_0-vv_0'\right]_0^\infty=-v'(0)-1
=\int_0^\infty\eta\,v\,v_0\,d\xi .
\end{equation}
Here $-v'(0)$ is the capacitance in units of $\varepsilon_s/L_D$. Replacing $v$ by $v_0$ on the right gives its relative change:
\begin{equation}
\frac{\Delta C_s}{C_s}\simeq-\delta+\delta\int_0^\infty e^{-3\xi}d\xi
=-\frac{2d}{3L_D}.
\end{equation}

A rough heavy-hole mass of $0.5\,m_e$ gives $d=1.52\,\mathrm{nm}$ and a first-order change of $-7.8\%$. Solving the same local model without expanding in $\delta$ gives $-7.0\%$, and the matching oxide becomes 4.64 nm. A light mass of $0.2\,m_e$ gives $-10.5\%$ and 4.81 nm. These are estimates for single masses. Silicon's valence bands are anisotropic and coupled, and a self-consistent quantum calculation would be needed for a firmer value.

\subsection{Ionisation, degeneracy and temperature}

Take a rough acceptor level $E_A=0.045\,\mathrm{eV}$ above the band edge, a valence-band density $N_v=2\times10^{19}\,\mathrm{cm^{-3}}$ and an acceptor degeneracy factor of 4. The ionised density at hole density $p$ is
\begin{equation}
N_A^-=\frac{N}{1+bp},\qquad b=\frac{4e^{E_A/kT}}{N_v}.
\end{equation}
Neutrality, $p=N_A^-=fN$, gives $f=0.906$. If acceptor occupancy is frozen during the measurement, the holes alone respond. Then $N$ becomes $fN$ in (\ref{eq:ld}), and $L_D$ rises by 5.0\%. If occupancy follows the potential, the acceptors respond too:
\begin{equation}
\frac{d(p-N_A^-)}{d\ln p}=fN+f(1-f)N=f(2-f)N .
\end{equation}
The rise is then 0.4\%, because the acceptors' response nearly replaces that of the missing holes.

The Pauli principle matters less. Let $z$ be the Boltzmann factor of the Fermi level relative to the band edge. For a parabolic band, the first two terms of the hole density are $p/N_v=z-z^2/2^{3/2}$. With $r=N/N_v$, the response is $z\,d(p/N_v)/dz\simeq r-r^2/2^{3/2}$. This lengthens $L_D$ by the fraction $r/2^{5/2}$, here 0.09\%.

At fixed permittivity and ionised doping, $L_D\propto\sqrt T$. At 400 K it is 14.9 nm, and the matching oxide is 4.98 nm.

\subsection{The real device}

An acceptor density of $10^{17}\,\mathrm{cm^{-3}}$ is a moderate doping for a transistor body. An oxide of 4.3 nm is thick beside the gate insulators of strongly scaled logic transistors, whose equivalent oxide thickness is roughly 1 nm. On the present silicon, a 1 nm oxide would give a classical flat-band capacitance of only $1/(1+4.31)=19\%$ of the oxide value. The wave nature of holes moves the matching thickness from 4.3 nm to about 4.6--4.8 nm. When acceptor occupancy follows the potential, this is by far the largest of the corrections sized here at 300 K. When occupancy is frozen, incomplete ionisation is of similar size and the order depends on $N_v$: two parabolic bands of masses $0.5\,m_e$ and $0.2\,m_e$ would give $N_v\simeq1.1\times10^{19}\,\mathrm{cm^{-3}}$, and the 5.0\% rise would become about 8\%. Interface traps, assumed absent, would add a capacitance that depends on the quality of the interface.

The smooth dopant background is also an idealisation. The mean dopant spacing, $N^{-1/3}=21.5\,\mathrm{nm}$, exceeds $L_D$, and a sphere of radius $L_D$ contains 0.91 dopants on average. The result is therefore an estimate of the average over a gate area, not of the response at each point. It leaves out the nonlinear screening around individual dopants, which can also shift the average. Under a gate of $1\,\mathrm{\mu m^2}$, a layer one Debye length deep holds about 1293 dopants. For random placement this count fluctuates by $1/\sqrt{1293}=2.8\%$, and the relative fluctuation grows as the gate shrinks.

At flat band the ideal oxide has no field. With a 1 V drop across it in use, the field is $2.3\,\mathrm{MV/cm}$, below a rough breakdown field of $10\,\mathrm{MV/cm}$. For electrons with a rough barrier of 3.1 eV and tunnelling mass $m_t=0.4\,m_e$, the semiclassical exponent is
\begin{equation}
2t\int_0^1\frac{\sqrt{2m_t(3.1-s)\,\mathrm{eV}}}{\hbar}\,ds=45 ,
\end{equation}
where $s$ is the fraction of the oxide crossed. The factor $e^{-45}\simeq3\times10^{-20}$ is not itself a current, but it shows how strongly this thickness suppresses direct tunnelling. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 300 K
Acceptor density: 1.0e+17 cm^-3
Relative permittivity, silicon: 11.7 (dimensionless)
Relative permittivity, oxide: 3.9 (dimensionless)
Thermal voltage: 25.852 mV
Electron/hole ratio: 1.0e-14 (dimensionless)
Debye length: 12.929 nm = 1.293e-06 cm
Numerical decay length: 12.934 nm
Flat-band silicon capacitance: 0.8013 uF/cm2
Numerical silicon capacitance: 0.8013 uF/cm2
Equal-capacitance oxide: 4.310 nm = 43.10 angstrom
Numerical series capacitance: 0.4006 uF/cm2
C_s/C_flat at u=-1: 1.4336 (dimensionless)
C_s/C_flat at u=+1: 0.7369 (dimensionless)
Debye length at 400 K: 14.929 nm
Hole mass 0.5 m_e, missing layer: 1.52 nm
  capacitance change, numerical: -7.0 %
  first-order change: -7.8 %
  equal oxide with this effect: 4.64 nm
Hole mass 0.2 m_e, missing layer: 2.41 nm
  capacitance change, numerical: -10.5 %
  first-order change: -12.4 %
  equal oxide with this effect: 4.81 nm
Valence-band density: 2.0e+19 cm^-3
Acceptor level above band edge: 0.045 eV
Ionised acceptor fraction: 0.9063 (dimensionless)
Length change, frozen acceptors: 5.04 %
Length change, following acceptors: 0.44 %
Length change, degeneracy: 0.088 %
Mean dopant spacing: 21.54 nm
Dopants in a Debye sphere: 0.91 (count)
Gate area: 1.0 um2
Dopants in one Debye depth below gate: 1293 (count)
Relative count fluctuation: 2.78 %
Oxide voltage drop: 1.0 V
Oxide field: 2.32 MV/cm
Rough oxide breakdown field: 10 MV/cm
Electron tunnelling barrier: 3.1 eV
Electron tunnelling mass: 0.4 m_e
WKB exponent: 45.0 (dimensionless)
WKB exponential factor: 3.0e-20 (dimensionless)
\end{verbatim}
